# Dissociated Fraction of an Ideal Vapour of Dimers and Monomers

A metal precursor for atomic layer deposition may travel through the gas line in two forms. If its metal atom is short of electrons, two molecules can share ligands and bind as a dimer; heating or dilution breaks some of these pairs into monomers. The two forms present different metal environments to the surface, so a calculation of the surface reaction must know which of them arrives. Electronic-structure theory supplies the binding energy of the dimer. The composition of the vapour also depends on temperature and pressure, and the question is how these quantities combine.

Let D denote the dimer and M the monomer, related by

$$\mathrm{D}\rightleftharpoons 2\,\mathrm{M}.$$

The vapour is taken to be an ideal gas at uniform temperature $T$, in chemical equilibrium, with no larger clusters and no other reactions. At first there is no carrier gas, so the total pressure is $P=p_M+p_D$. The pressure equilibrium constant is defined as

$$K=\frac{p_M^2}{p_D}\quad\text{at equilibrium},$$

and has the unit of pressure. A dimensionless constant referred to the standard pressure $P^\circ=1$ bar must be multiplied by $P^\circ$ before it is used here.

Imagine all the material first paired into one mole of dimers, and let a fraction $\alpha$ of them dissociate. Each lost dimer gives two monomers, so the amounts in moles are

$$n_D=1-\alpha,\qquad n_M=2\alpha,\qquad n_D+n_M=1+\alpha.$$

One mole of dimers contains two moles of monomer units, of which $2\alpha$ are free. Thus $\alpha$ is also the fraction of monomer units that are free. It differs from the mole fraction of monomers in the gas, because a dimer counts as one gas particle but holds two units. The mole fractions are

$$x_D=\frac{1-\alpha}{1+\alpha},\qquad x_M=\frac{2\alpha}{1+\alpha},$$

and the partial pressures are $p_D=x_DP$ and $p_M=x_MP$.

At fixed $T$ and $P$, equilibrium is the minimum of the Gibbs energy

$$G(\alpha)=(1-\alpha)\mu_D+2\alpha\mu_M,\qquad \mu_i=\mu_i^\circ+RT\ln\frac{p_i}{P^\circ}.$$

Differentiation acts on the amounts and on the chemical potentials:

$$\frac{dG}{d\alpha}=2\mu_M-\mu_D+RT\left[(1-\alpha)\frac{d\ln x_D}{d\alpha}+2\alpha\frac{d\ln x_M}{d\alpha}\right].$$

Here $\ln p_i$ has been replaced by $\ln x_i$ in the derivatives because $P$ is constant. The two terms in the bracket are

$$(1-\alpha)\left[-\frac1{1-\alpha}-\frac1{1+\alpha}\right]=-1-\frac{1-\alpha}{1+\alpha}=-\frac{2}{1+\alpha},$$

$$2\alpha\left[\frac1\alpha-\frac1{1+\alpha}\right]=2-\frac{2\alpha}{1+\alpha}=\frac{2}{1+\alpha}.$$

They cancel, leaving $dG/d\alpha=2\mu_M-\mu_D$. With $\Delta G^\circ=2\mu_M^\circ-\mu_D^\circ$ this becomes

$$\frac{1}{RT}\frac{dG}{d\alpha}=\frac{\Delta G^\circ}{RT}+\ln\frac{p_M^2}{p_DP^\circ}.$$

The slope vanishes when

$$\frac{p_M^2}{p_D}=P^\circ e^{-\Delta G^\circ/RT}=K,\qquad \Delta G^\circ=\Delta H^\circ-T\Delta S^\circ.$$

The ratio of pressures can now be written in terms of $\alpha$:

$$\frac{p_M^2}{p_D}=\frac{4\alpha^2P^2}{(1+\alpha)^2}\,\frac{1+\alpha}{(1-\alpha)P}=\frac{4\alpha^2P}{(1+\alpha)(1-\alpha)}=\frac{4\alpha^2P}{1-\alpha^2}.$$

Setting this equal to $K$ and multiplying by $1-\alpha^2$ gives $K-K\alpha^2=4P\alpha^2$, or $K=(K+4P)\alpha^2$. A fraction cannot be negative, so the positive root is taken:

$$\boxed{\alpha=\sqrt{\frac{K}{K+4P}}}.$$

The factor 4 is the square of the two monomers released by each dimer.

This stationary point is the minimum, and there is no other. The slope of $G/RT$ depends on $\alpha$ through $2\ln\alpha-\ln(1-\alpha^2)$, so

$$\frac{1}{RT}\frac{d^2G}{d\alpha^2}=\frac2\alpha+\frac{2\alpha}{1-\alpha^2}=\frac{2}{\alpha(1-\alpha^2)}>0$$

for $0<\alpha<1$. The slope rises from $-\infty$ at $\alpha=0$ to $+\infty$ at $\alpha=1$ and crosses zero once. With $\alpha$ treated as continuous, both species are therefore present at any finite positive $K$ and $P$, because the entropy of mixing makes the slope infinite at both ends. In a finite sample, very strong binding can still make the expected number of monomers smaller than one.

The result depends only on the ratio $P/K$. At low pressure, $P\ll K$, the expansion of the inverse square root gives

$$\alpha=\left(1+\frac{4P}{K}\right)^{-1/2}\simeq1-\frac{2P}{K}.$$

Nearly all dimers are broken, because two particles gain more entropy from dilution than one. At high pressure, $P\gg K$,

$$\alpha\simeq\frac12\sqrt{\frac KP}.$$

Half of the dimers are dissociated when $K/(K+4P)=1/4$, hence when $P=3K/4$. At that point the monomer mole fraction is $2(1/2)/(3/2)=2/3$, not one half.

A falling dissociated fraction does not mean a falling monomer pressure. Substituting $p_D=p_M^2/K$ into $P=p_M+p_D$ gives $p_M^2+Kp_M-KP=0$, whose positive root is

$$p_M=\frac K2\left(\sqrt{1+\frac{4P}{K}}-1\right).$$

This increases with $P$, approaching $P$ at low pressure and growing as $\sqrt{KP}$ at high pressure. Compression delivers more monomers per unit volume, though they are a smaller share of the material.

Consider a model precursor with $\Delta H^\circ=80$ kJ/mol and $\Delta S^\circ=150$ J/(mol K), both taken as independent of temperature, at $T=400$ K and $P=100$ Pa. These are round parameters and describe no particular substance. The Gibbs energy of dissociation is

$$\Delta G^\circ=80-400\times0.150=20.0\ \text{kJ/mol}.$$

Since $RT=3.3258$ kJ/mol, the exponent is $20.0/3.3258=6.0136$, and

$$K=10^5\ \text{Pa}\times e^{-6.0136}=244.5\ \text{Pa},$$

or $2.445\times10^{-3}$ bar. The dissociated fraction is

$$\alpha=\sqrt{\frac{244.5}{244.5+400}}=0.616.$$

A direct numerical minimization of $G(\alpha)$, which does not use this formula, gives the same value. The partial pressures are $p_M=76.2$ Pa and $p_D=23.8$ Pa. Thus 76% of the gas particles are monomers, while 62% of the monomer units are free. The positive $\Delta G^\circ$ does not prevent dissociation: it refers to both species at 1 bar, and the actual pressure is a thousand times lower.

Minimization at other pressures gives $\alpha=0.992$ at 1 Pa, 0.927 at 10 Pa, 0.240 at 1000 Pa and 0.078 at 10000 Pa. Half dissociation lies at $0.75\times244.5=183$ Pa. At 1 Pa the low-pressure formula gives $1-\alpha\simeq2/244.5=0.0082$, against 0.0081 from minimization; at 10000 Pa the high-pressure formula gives 0.0782, against 0.0779. The change from mostly monomers to mostly dimers is gradual: taking $\alpha$ from 0.9 to 0.1 requires raising the pressure by a factor of about 420.

The constant $K$ can be traced to the properties of single molecules. Let $z_i$ be the partition function of one molecule of species $i$ divided by the volume $V$, with all energies measured from a common zero and molecular symmetry included. For $N_i$ independent, indistinguishable molecules of each species, the canonical partition function is

$$Q=\frac{(z_DV)^{N_D}}{N_D!}\frac{(z_MV)^{N_M}}{N_M!}.$$

For large $N_i$, $\ln N_i!\simeq N_i\ln N_i-N_i$. The chemical potential per molecule follows from the Helmholtz energy $-kT\ln Q$:

$$\mu_i=-kT\frac{\partial\ln Q}{\partial N_i}=kT\ln\frac{N_i}{z_iV}=kT\ln\frac{p_i}{kTz_i},$$

where the last step uses $p_i=N_ikT/V$. The condition $2\mu_M=\mu_D$ becomes

$$\left(\frac{p_M}{kTz_M}\right)^2=\frac{p_D}{kTz_D},\qquad\text{so}\qquad K=kT\frac{z_M^2}{z_D}.$$

Since $z_i$ is an inverse volume, the right side is a pressure. Now put the energy zero at two separated monomers in their ground states. The dimer ground state lies at $-D_0$, where $D_0$ is the dissociation energy including zero-point vibration. Writing $z_D=\tilde z_De^{D_0/kT}$, with $\tilde z_D$ counted from the dimer ground state, gives

$$K=kT\frac{z_M^2}{\tilde z_D}e^{-D_0/kT}.$$

An electronic-structure calculation first gives the well depth $D_e$, the difference between the electronic energies of two relaxed monomers and the relaxed dimer. With zero-point energies $\epsilon_M$ and $\epsilon_D$,

$$D_0=D_e+2\epsilon_M-\epsilon_D.$$

Rotations, translations, thermally excited vibrations and any electronic degeneracy enter through the prefactor. The binding energy alone therefore does not fix the composition.

The same molecular description gives the result by counting states, without assuming the law of mass action. Start from $N$ paired dimers and let $j$ of them be dissociated, leaving $N-j$ dimers and $2j$ monomers. At constant pressure, each volume carries the factor $e^{-PV/kT}$, and the weight of $j$ is

$$w_j\propto\int_0^\infty dV\,e^{-PV/kT}\frac{(z_DV)^{N-j}}{(N-j)!}\frac{(z_MV)^{2j}}{(2j)!}.$$

The total power of $V$ is $N+j$, and $\int_0^\infty V^{N+j}e^{-PV/kT}dV=(N+j)!\,(kT/P)^{N+j+1}$. Dropping factors independent of $j$ leaves

$$w_j\propto\frac{(N+j)!}{(N-j)!(2j)!}\left(\frac{kTz_M^2}{Pz_D}\right)^j=\binom{N+j}{2j}\left(\frac KP\right)^j.$$

The ratio of neighbouring weights is

$$\frac{w_{j+1}}{w_j}=\frac{(N+j+1)(N-j)}{(2j+2)(2j+1)}\frac KP.$$

It decreases as $j$ grows, so the distribution has a single peak, located where the ratio passes through one, or at $j=0$ if the ratio is below one from the start. For large $N$, with $j=\alpha N$, this condition is

$$\frac{(1+\alpha)(1-\alpha)}{4\alpha^2}\frac KP=1,$$

which is the equation already solved. In the example, the mean of $j/N$ is 0.6219 for $N=20$, 0.6165 for $N=200$ and 0.6160 for $N=2000$. Its distance from the large-system value falls roughly tenfold for each tenfold increase in $N$. This small deviation depends on how volumes are weighted in the integral: with $dV/V$ in place of $dV$, the factor $(N+j)!$ becomes $(N+j-1)!$ and the mean is 0.6159 for all three values of $N$. The large-$N$ limit is the same for both choices, so finite size is negligible in a macroscopic vapour.

An error in the computed binding energy changes $K$ exponentially, but its effect on $\alpha$ is bounded by the fact that $\alpha$ lies between zero and one. Taking the logarithm of $\alpha^2=K/(K+4P)$ and differentiating at constant $P$,

$$\frac2\alpha\frac{d\alpha}{d\ln K}=1-\frac K{K+4P}=1-\alpha^2,$$

so

$$\frac{d\alpha}{d\ln K}=\frac{\alpha(1-\alpha^2)}2.$$

The sensitivity vanishes at both ends, where one species dominates. Its derivative with respect to $\alpha$ is $(1-3\alpha^2)/2$, so it is largest at $\alpha=1/\sqrt3\simeq0.577$, where it equals $1/(3\sqrt3)\simeq0.192$. There $K/(K+4P)=1/3$, or $P=K/2$.

If the dissociation energy is changed by $\delta E$ per mole while $\Delta S^\circ$ is held fixed, $\ln K$ changes by $-\delta E/RT$. To first order,

$$\delta\alpha\simeq-\frac{\alpha(1-\alpha^2)}2\frac{\delta E}{RT}.$$

The example has a sensitivity of 0.191, close to the maximum. A change of 5 kJ/mol shifts $\ln K$ by $5/3.3258=1.503$, a factor of about 4.5 in $K$. The linear estimate of the change in $\alpha$ is $0.191\times1.503=0.287$ in size. The full formula gives $\alpha=0.346$ when the energy is raised and 0.856 when it is lowered, changes of $-0.270$ and $+0.240$. The linear estimate is too large in both directions. When the energy is lowered, $\alpha$ moves away from 0.577 and the sensitivity falls all the way. When it is raised, the sensitivity first rises slightly to its maximum of 0.192, then falls to $0.346(1-0.346^2)/2=0.152$. For this model, an uncertainty of 5 kJ/mol leaves open whether the material is mainly paired or mainly free.

Temperature acts through the same sensitivity. With constant $\Delta H^\circ$ and $\Delta S^\circ$, $\ln(K/P^\circ)=-\Delta H^\circ/RT+\Delta S^\circ/R$, and hence

$$\frac{d\alpha}{dT}=\frac{\alpha(1-\alpha^2)}2\frac{\Delta H^\circ}{RT^2}$$

at fixed pressure. In the example this is $0.191\times80/(3.3258\times400)=0.0115$ per kelvin. Cooling by 5 K at 100 Pa lowers $\alpha$ from 0.616 to 0.557, so when both species are abundant a gas line only a few kelvin cooler than the reactor can hold a noticeably different equilibrium mixture. Where one species dominates the effect is small: at 1 Pa the slope is only 0.0005 per kelvin.

A carrier gas requires care with the meaning of $P$. Let there be $r$ moles of inert gas per mole of original dimer, at total pressure $P_{\mathrm{tot}}$. The total amount is now $1+\alpha+r$. The condition $2\mu_M=\mu_D$ survives, because for any ideal mixture at fixed total pressure

$$\sum_i n_i\,d\ln x_i=n_{\mathrm{tot}}\sum_i dx_i=0,$$

with the carrier included in the sum. The partial pressures are

$$p_M=\frac{2\alpha P_{\mathrm{tot}}}{1+\alpha+r},\qquad p_D=\frac{(1-\alpha)P_{\mathrm{tot}}}{1+\alpha+r},$$

and mass action gives

$$K=\frac{4\alpha^2P_{\mathrm{tot}}}{(1-\alpha)(1+\alpha+r)}.$$

The denominator expands to $1+r-r\alpha-\alpha^2$. Multiplying out and collecting powers of $\alpha$,

$$(K+4P_{\mathrm{tot}})\alpha^2+Kr\alpha-K(1+r)=0.$$

The product of the roots is negative, so one root is positive. The left side is negative at $\alpha=0$ and equals $4P_{\mathrm{tot}}>0$ at $\alpha=1$, so that root lies in the allowed range:

$$\alpha=\frac{-Kr+\sqrt{K^2r^2+4K(1+r)(K+4P_{\mathrm{tot}})}}{2(K+4P_{\mathrm{tot}})}.$$

For $r=0$ it reduces to the boxed result. The boxed result also holds for any $r$ if $P$ is read as the precursor's own pressure,

$$P=p_M+p_D=P_{\mathrm{tot}}\frac{1+\alpha}{1+\alpha+r},$$

because its derivation from $K$ used only the shares of $p_M$ and $p_D$ in their sum.

With $r=9$ and $P_{\mathrm{tot}}=1000$ Pa, the quadratic gives $\alpha=0.543$. The precursor's own pressure is $1000\times1.543/10.543=146$ Pa, and $\sqrt{244.5/(244.5+4\times146.3)}$ is again 0.543. Inserting the total pressure of 1000 Pa in the boxed formula would give 0.240, less than half the correct fraction.

At fixed total pressure the carrier promotes dissociation by diluting the precursor. In a closed vessel of fixed volume it has no such effect. If $p_0=n_0RT/V$ is the pressure that $n_0$ moles of undissociated dimer would exert, then $p_D=(1-\alpha)p_0$ and $p_M=2\alpha p_0$, whether or not an ideal carrier is present. Therefore

$$K=\frac{4\alpha^2p_0}{1-\alpha},\qquad \alpha=\frac{-K+\sqrt{K^2+16Kp_0}}{8p_0}.$$

This looks different from the boxed formula because $p_0$ is not the final pressure. Dissociation raises the precursor pressure to $P=(1+\alpha)p_0$, and substituting $p_0=P/(1+\alpha)$ restores $K=4\alpha^2P/(1-\alpha^2)$.

The formula describes equilibrium and says nothing about how fast it is reached. If the vapour cools or expands faster than dimers form and break, its composition can remain that of an earlier temperature and pressure. Strong interactions between gas molecules invalidate the ideal chemical potentials. If trimers form in an otherwise ideal vapour, $p_M^2/p_D=K$ still holds, but $P$ must then be $p_M+p_D$ alone, and $\alpha$ describes only the material in those two forms. A liquid or solid source in equilibrium with the vapour leaves the relation intact, while removing the freedom to choose $P$ independently of temperature.

## Computed values

```
Temperature: 400 K
Precursor pressure P: 100 Pa
Standard pressure: 100000 Pa
Dissociation enthalpy: 80 kJ/mol
Dissociation entropy: 150 J/(mol K)
Dissociation Gibbs energy: 20.0 kJ/mol
RT: 3.3258 kJ/mol
Gibbs energy / RT: 6.0136 (dimensionless)
K / standard pressure: 2.4452e-03 (dimensionless)
K: 244.52 Pa
alpha from formula: 0.6159 (dimensionless)
alpha from Gibbs minimization: 0.6159 (dimensionless)
Monomer partial pressure: 76.23 Pa
Dimer partial pressure: 23.77 Pa
Monomer mole fraction: 0.7623 (dimensionless)
Pressure for half dissociation: 183.39 Pa
alpha minimized at P = 1 Pa: 0.9919 (dimensionless)
alpha minimized at P = 10 Pa: 0.9270 (dimensionless)
alpha minimized at P = 100 Pa: 0.6159 (dimensionless)
alpha minimized at P = 1000 Pa: 0.2400 (dimensionless)
alpha minimized at P = 10000 Pa: 0.0779 (dimensionless)
Ensemble mean for N = 20: 0.62186 (dimensionless)
Ensemble mean for N = 200: 0.61653 (dimensionless)
Ensemble mean for N = 2000: 0.61600 (dimensionless)
Ensemble mean for N = 20000: 0.61595 (dimensionless)
d alpha / d ln K: 0.1911 (dimensionless)
Energy change: 5 kJ/mol
Size of change in ln K: 1.5034 (dimensionless)
Linear change in alpha, size: 0.2873 (dimensionless)
alpha, energy raised: 0.3459 (dimensionless)
alpha, energy lowered: 0.8563 (dimensionless)
Carrier ratio r: 9 mol/mol
Total pressure with carrier: 1000 Pa
Precursor pressure with carrier: 146.34 Pa
alpha with carrier: 0.5428 (dimensionless)
alpha if total pressure is misused: 0.2400 (dimensionless)
```
